# Closed-walk counts from Brillouin-zone averages of the structure factor

## Problem

Take an infinite lattice in which every site is joined to its $z$ nearest neighbours. Let $A$ be the adjacency matrix: $A_{ij}=1$ if $i$ and $j$ are nearest neighbours, and $A_{ij}=0$ otherwise. The matrix element

$$W_n=(A^n)_{00}$$

is the number of walks of $n$ steps that start on site 0 and end there. A walk may turn back at once and may visit a site repeatedly. The starting direction counts, so a loop and its reverse are different walks.

1. Express $W_n$ as an average over the Brillouin zone of a power of the structure factor $S(\mathbf k)=\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}$, where $\boldsymbol\delta$ runs over the nearest-neighbour vectors. Treat the honeycomb lattice, which has two sites per cell, with care.
2. Evaluate the averages for the honeycomb lattice at lengths 2, 4 and 6, for the triangular lattice at lengths 2, 3 and 4, and for the simple cubic lattice at lengths 2, 4 and 6.

The numbers have a physical use. For a tight-binding Hamiltonian $H=A$, with energies in units of the hopping, $W_n$ is the $n$-th moment of the local density of states. For $H=-tA$ the moment is $(-t)^nW_n$, so odd moments change sign with the hopping while the walk counts do not.

## Hints

**Hint 1.** Multiply out $S^n$ before integrating. What does each term say about a walk?

**Hint 2.** On the honeycomb lattice a step from sublattice A to B uses $\boldsymbol\delta$, and the next step uses $-\boldsymbol\delta'$. Which combination of $S$ and $S^*$ describes two steps?

**Hint 3.** The average of $|F|^2$, for a finite Fourier sum $F$, is the sum of the squared moduli of its coefficients.

**Hint 4.** Compare the differences of honeycomb bond vectors with the neighbour vectors of a triangular lattice.

**Hint 5.** For the cubic lattice, separate the steps in positive directions from those in negative directions.

## Solution

### From walks to zone averages

Let $\mathbf a_j$ be the primitive lattice vectors in $d$ dimensions, and set $\theta_j=\mathbf k\cdot\mathbf a_j$. The normalized average over one reciprocal cell is

$$\langle g\rangle=\int_0^{2\pi}\!\frac{d\theta_1}{2\pi}\cdots\int_0^{2\pi}\!\frac{d\theta_d}{2\pi}\;g .$$

For a function periodic in the reciprocal lattice this equals the average over the first Brillouin zone. For a lattice vector $\mathbf R=\sum_jn_j\mathbf a_j$ the average of the phase factorizes. Each factor is 1 if $n_j=0$, and otherwise

$$\int_0^{2\pi}\frac{d\theta}{2\pi}\,e^{in_j\theta}=\frac{e^{2\pi in_j}-1}{2\pi in_j}=0 .$$

Hence $\langle e^{i\mathbf k\cdot\mathbf R}\rangle=\delta_{\mathbf R,0}$.

On a Bravais lattice every site has the same set of neighbour vectors, and

$$S^n=\sum_{\boldsymbol\delta_1,\dots,\boldsymbol\delta_n}e^{i\mathbf k\cdot(\boldsymbol\delta_1+\cdots+\boldsymbol\delta_n)} .$$

There is one term for each $n$-step walk, and its phase contains the total displacement. The average keeps the walks with zero displacement, each with weight one:

$$W_n=\langle S^n\rangle\qquad\text{(triangular, simple cubic)}.$$

### The honeycomb lattice has two sublattices

Let $\boldsymbol\delta_1,\boldsymbol\delta_2,\boldsymbol\delta_3$ point from an A site to its three B neighbours. With $N_c$ cells, which is later sent to infinity, define the Bloch sums

$$|\mathbf k,X\rangle=N_c^{-1/2}\sum_{\mathbf r\in X}e^{i\mathbf k\cdot\mathbf r}|\mathbf r\rangle,\qquad X=A,B.$$

The adjacency matrix moves a B site at $\mathbf r$ to the A sites at $\mathbf r-\boldsymbol\delta$. Relabelling the sum by the A position gives the phase $e^{i\mathbf k\cdot(\mathbf r_A+\boldsymbol\delta)}$, so $A|\mathbf k,B\rangle=S|\mathbf k,A\rangle$. In the same way $A|\mathbf k,A\rangle=S^*|\mathbf k,B\rangle$. The Bloch matrix and its square are therefore

$$H(\mathbf k)=\begin{pmatrix}0&S\\S^*&0\end{pmatrix},\qquad H(\mathbf k)^2=|S|^2\begin{pmatrix}1&0\\0&1\end{pmatrix}.$$

A state on one A site contains each $|\mathbf k,A\rangle$ with weight $1/N_c$, so $W_n$ is the zone average of $[H(\mathbf k)^n]_{AA}$. Odd powers are off-diagonal and give zero. Even powers give

$$W_{2m}=\langle|S|^{2m}\rangle\equiv h_m\qquad\text{(honeycomb)}.$$

To evaluate this, take $\mathbf a_1=\boldsymbol\delta_1-\boldsymbol\delta_3$ and $\mathbf a_2=\boldsymbol\delta_2-\boldsymbol\delta_3$. Then

$$S=e^{i\mathbf k\cdot\boldsymbol\delta_3}f,\qquad f=1+e^{i\theta_1}+e^{i\theta_2},$$

and $|S|=|f|$. The modulus matters. In $f^2$ the only constant term is $1\cdot1$, so $\langle f^2\rangle=1$, whereas the number of two-step returns is 3.

### Honeycomb counts

The multinomial theorem gives

$$f^m=\sum_{a+b+c=m}\frac{m!}{a!\,b!\,c!}\,e^{i(a\theta_1+b\theta_2)} .$$

Different triples $(a,b,c)$ have different pairs $(a,b)$, and hence different exponentials. In $\langle f^m(f^m)^*\rangle$ the cross terms average to zero, which leaves

$$h_m=\sum_{a+b+c=m}\left(\frac{m!}{a!\,b!\,c!}\right)^2 .$$

In terms of walks, the $m$ steps from A to B and the $m$ steps from B to A must use each bond direction equally often. The two orderings are independent, hence the square.

For $m=1$ there are three triples of type $(1,0,0)$, each with coefficient 1:

$$h_1=3\cdot1^2=3 .$$

For $m=2$ there are three of type $(2,0,0)$ with coefficient 1 and three of type $(1,1,0)$ with coefficient 2:

$$h_2=3\cdot1^2+3\cdot2^2=15 .$$

For $m=3$ there are three of type $(3,0,0)$ with coefficient 1, six of type $(2,1,0)$ with coefficient 3, and one $(1,1,1)$ with coefficient 6:

$$h_3=3\cdot1^2+6\cdot3^2+6^2=3+54+36=93 .$$

So $W_2,W_4,W_6=3,15,93$ for the honeycomb lattice. The triangular lattice will also need $m=4$. The types $(4,0,0)$, $(3,1,0)$, $(2,2,0)$ and $(2,1,1)$ occur 3, 6, 3 and 3 times, with coefficients 1, 4, 6 and 12:

$$h_4=3+6\cdot16+3\cdot36+3\cdot144=639 .$$

A single sum is also available. Put $j=a+b$ and write the coefficient as $\binom mj\binom ja$. Since $\sum_a\binom ja^2=\sum_a\binom ja\binom j{j-a}=\binom{2j}j$, which counts the choices of $j$ objects from two groups of $j$,

$$h_m=\sum_{j=0}^m\binom mj^2\binom{2j}j .$$

**A check in real space.** Consider first the walks that retrace all their steps, as on a tree with three branches at each site. Let $T_k$ count the excursions of $2k$ steps from a site that never use the bond leading back to the root; two branches are then open. Splitting at the first return gives $T_0=1$, $T_1=2$ and $T_2=2(T_0T_1+T_1T_0)=8$. With three branches at the root, the same splitting gives 3 walks of length 2, then $3(3+2)=15$ of length 4, and

$$3(T_0\cdot15+T_1\cdot3+T_2\cdot1)=3(15+6+8)=87$$

of length 6. The shortest loop of the honeycomb lattice is a hexagon. Three hexagons meet at a site and each can be traversed in two directions, which adds 6 walks at length 6. The sum is 93. Thus $W_6$ is the first moment in which the honeycomb lattice differs from the tree.

### Triangular counts

Multiply $S$ by its conjugate for the honeycomb lattice:

$$|f|^2=\sum_{i,j=1}^3e^{i\mathbf k\cdot(\boldsymbol\delta_i-\boldsymbol\delta_j)}=3+\sum_{i\ne j}e^{i\mathbf k\cdot(\boldsymbol\delta_i-\boldsymbol\delta_j)} .$$

The three terms with $i=j$ give the 3. The six differences with $i\neq j$ are $\pm\mathbf a_1$, $\pm\mathbf a_2$ and $\pm(\mathbf a_1-\mathbf a_2)$, which are the nearest-neighbour vectors of the triangular lattice formed by the A sites. Therefore

$$S_{\rm tri}=|f|^2-3 .$$

Two honeycomb steps either return to the start, in three ways, or lead to a neighbouring A site. The binomial theorem now gives

$$W_n^{\rm tri}=\langle(|f|^2-3)^n\rangle=\sum_{j=0}^n\binom nj(-3)^{n-j}h_j,\qquad h_0=1 .$$

The three requested lengths are

$$W_2=h_2-6h_1+9=15-18+9=6,$$

$$W_3=h_3-9h_2+27h_1-27=93-135+81-27=12,$$

$$W_4=h_4-12h_3+54h_2-108h_1+81=639-1116+810-324+81=90 .$$

So $W_2,W_3,W_4=6,12,90$. The value 12 can be read from the lattice: six triangles meet at a site, and each has two directions. Because $W_3\ne0$, the density of states is not symmetric about zero energy. This agrees with the band limits: $|f|^2$ runs from 0 to 9, so $S_{\rm tri}$ runs from $-3$ to 6.

### Simple cubic counts

Here $S=2(\cos\theta_1+\cos\theta_2+\cos\theta_3)$. Separate the positive and negative steps:

$$S=g+g^*,\qquad g=e^{i\theta_1}+e^{i\theta_2}+e^{i\theta_3} .$$

The binomial theorem gives

$$\langle S^n\rangle=\sum_{p=0}^n\binom np\langle g^p(g^*)^{n-p}\rangle .$$

In every term of $g^p$ the exponents of the three phases add up to $p$, and in $(g^*)^{n-p}$ they add up to $-(n-p)$. A constant term can arise only if $p=n-p$. Odd $n$ therefore gives zero, and $n=2m$ leaves the single value $p=m$:

$$W_{2m}^{\rm sc}=\binom{2m}m\langle|g|^{2m}\rangle .$$

The coefficients of $g^m$ are again $m!/(a!\,b!\,c!)$, and different triples again have different exponentials. So $\langle|g|^{2m}\rangle=h_m$, and

$$W_{2m}^{\rm sc}=\binom{2m}m h_m .$$

The binomial factor chooses which of the $2m$ steps are positive. The factor $h_m$ counts the ways in which the positive and negative steps can use each axis equally often. The results are

$$W_2=2\cdot3=6,\qquad W_4=6\cdot15=90,\qquad W_6=20\cdot93=1860 .$$

### Why 90 occurs twice

The triangular and cubic lattices share $W_2=6$ and $W_4=90$. A projection explains this. View the cubic lattice along its $(1,1,1)$ direction. The three positive unit steps become three plane vectors of equal length at $120^\circ$ to one another, with zero sum. Together with their negatives they are the six neighbour vectors of a triangular lattice.

A cubic walk thus becomes a triangular walk of the same length, and this correspondence between step sequences is one to one. The triangular walk closes if the cubic displacement is $q(1,1,1)$ with integer $q$. Reaching that point takes at least $3|q|$ steps, and the number of steps must have the same parity as $3q$.

- At lengths 2 and 4 only $q=0$ is possible, so the counts agree.
- At length 3 the values $q=\pm1$ are possible, each with $3!=6$ orderings. This gives $W_3^{\rm tri}=12$.
- At length 6 the values $q=\pm2$ add $6!/(2!)^3=90$ walks each, so $W_6^{\rm tri}=1860+180=2040$.

The last number agrees with the direct walk count in the numerical output below.

## Variation 1: a finite mesh in the zone

**Question.** The integral is replaced by a uniform mesh $\theta_j=2\pi l_j/N$ with $l_j=0,\dots,N-1$. When is the count still right?

**Solution.** For one direction, the geometric sum

$$\frac1N\sum_{l=0}^{N-1}e^{2\pi inl/N}$$

equals 1 if $n$ is a multiple of $N$ and 0 otherwise. The mesh therefore counts all walks whose displacement has every cell index $n_j$ divisible by $N$. These are the closed walks on a periodic torus of $N$ cells per direction, including those that wind around it.

If no cell index can reach $N$ in magnitude, the mesh average equals the integral. For honeycomb walks of $2m$ steps the exponents in $|f|^{2m}$ lie between $-m$ and $m$, so $N>m$ suffices. For $n$ steps on the other two lattices, $N>n$ suffices.

Now let $N$ equal the largest possible index for the longest walk treated on each lattice.

- **Honeycomb, length 6, $N=3$.** The extra displacements $(n_1,n_2)$ are $\pm(3,0)$, $\pm(0,3)$ and $\pm(3,-3)$. Each requires all three A-to-B steps to use one bond direction and all three B-to-A steps to use another, so each occurs once. The mesh gives $93+6=99$.
- **Triangular, length 4, $N=4$.** An index of magnitude 4 requires every step to change that index in the same sense. Requiring the other index to be 0 or $\pm4$ then makes all steps equal. There are six such straight walks, and the mesh gives $90+6=96$.
- **Simple cubic, length 6, $N=6$.** Again the six straight walks are added, and the mesh gives 1866.

Relative to the true counts, the errors are 6.5 %, 6.7 % and 0.32 %. One more mesh point per direction removes them, as the output shows.

The condition is sufficient but not necessary. For the cubic lattice at length 6, take $N=5$. A nonzero displacement allowed by the mesh and within reach would be five cells along one axis and zero along the others. That needs an odd number of steps, so it cannot occur at length 6. The mesh $N=5$ therefore gives 1860 correctly, although the finer mesh $N=6$ does not.

## Variation 2: the Green function outside the band

**Question.** How well do the counts found above determine the site-diagonal Green function $G(E)=[(E-A)^{-1}]_{00}$ at $E=2z$?

**Solution.** Since $|S|\le z$, the geometric series converges uniformly over the zone for $E>z$:

$$G(E)=\left\langle\frac1{E-S}\right\rangle=\sum_{n=0}^\infty\frac{W_n}{E^{n+1}} .$$

For the honeycomb lattice the zone integrand is different. From $(E-H)(E+H)=E^2-|S|^2$, the AA element of the inverse is $E/(E^2-|S|^2)$. The series in $W_n$ is the same.

Suppose the series is cut after length $L$. There are $z^n$ walks of $n$ steps in all, so $0\le W_n\le z^n$, and the neglected part lies between zero and

$$\sum_{n=L+1}^\infty\frac{z^n}{E^{n+1}}=\frac{(z/E)^{L+1}}{E-z} .$$

For the honeycomb lattice, $z=3$ and $E=6$. With $W_0=1$ and vanishing odd counts,

$$G\approx\frac16+\frac3{6^3}+\frac{15}{6^5}+\frac{93}{6^7}$$

$$=0.166667+0.013889+0.001929+0.000332=0.182817,$$

in units of the inverse hopping. The zone integral gives 0.182896. The remainder is $8.0\times10^{-5}$, or 0.044 % of $G$, and the bound is $2.6\times10^{-3}$. The bound is loose because it treats every walk as closed. The next term alone, $639/6^9=6.3\times10^{-5}$, makes up about 80 % of the actual remainder.

For the other two lattices $z=6$ and $E=12$:

| Lattice | Series | Zone integral | Remainder relative to $G$ |
|---|---|---|---|
| triangular | 0.087746 | 0.087966 | 0.25 % |
| simple cubic | 0.087219 | 0.087230 | 0.012 % |

The triangular remainder is about 20 times larger. Part of this comes from the earlier cut at length 4: the next term, $360/12^6=1.2\times10^{-4}$ from $W_5=360$, is 55 % of the remainder. Adding the terms of lengths 5 and 6 leaves $4.3\times10^{-5}$, still four times the cubic remainder of $1.1\times10^{-5}$, because the odd lengths keep contributing and the even counts exceed the cubic ones from length 6 on. The zone integrals of the two lattices differ by $7.4\times10^{-4}$. The triangle term $12/12^4=5.8\times10^{-4}$ supplies most of this, since the terms of lengths 0, 2 and 4 are equal.

The expansion fails for $0<E<z$. Choose an energy $E'$ between $E$ and $z$. A finite fraction $w$ of the local density of states lies above $E'$, so $W_n\ge wE'^n$ for even $n$, and the terms $W_n/E^{n+1}$ grow without limit. The same argument, with $E'$ between $|E|$ and $z$, applies to $-z<E<0$. Lying outside the band is therefore not enough: for the triangular lattice at $-6<E<-3$ the zone integral is finite, but the series diverges. Inside the band the zone integrand is also singular, and $E$ must be given a small imaginary part. A few closed-walk counts then still fix the low moments of the density of states, but they cannot be summed in this way to give $G(E)$.

## Computed values

```
h_m for m = 0..4 (count): [1, 3, 15, 93, 639]
honeycomb: coordination z = 3
  walks counted, lengths 0..8: [1, 0, 3, 0, 15, 0, 93, 0, 639]
  zone integral, length 2: 3.00000000
  zone integral, length 4: 15.00000000
  zone integral, length 6: 93.00000000
  mesh N = 3 per axis, length 6: 99.000000 (winding walks 6)
  mesh N = 4 per axis, length 6: 93.000000 (winding walks 0)
  energy E = 6.0 hopping
  G term, length 0: 0.16666667 1/hopping
  G term, length 2: 0.01388889 1/hopping
  G term, length 4: 0.00192901 1/hopping
  G term, length 6: 0.00033222 1/hopping
  G series sum: 0.18281679 1/hopping
  G zone integral: 0.18289646 1/hopping
  G remainder: 7.967e-05, bound: 2.604e-03 1/hopping
triangular: coordination z = 6
  walks counted, lengths 0..8: [1, 0, 6, 12, 90, 360, 2040, 10080, 54810]
  zone integral, length 2: 6.00000000
  zone integral, length 3: 12.00000000
  zone integral, length 4: 90.00000000
  mesh N = 4 per axis, length 4: 96.000000 (winding walks 6)
  mesh N = 5 per axis, length 4: 90.000000 (winding walks 0)
  energy E = 12.0 hopping
  G term, length 0: 0.08333333 1/hopping
  G term, length 2: 0.00347222 1/hopping
  G term, length 3: 0.00057870 1/hopping
  G term, length 4: 0.00036169 1/hopping
  G series sum: 0.08774595 1/hopping
  G zone integral: 0.08796615 1/hopping
  G remainder: 2.202e-04, bound: 5.208e-03 1/hopping
simple cubic: coordination z = 6
  walks counted, lengths 0..8: [1, 0, 6, 0, 90, 0, 1860, 0, 44730]
  zone integral, length 2: 6.00000000
  zone integral, length 4: 90.00000000
  zone integral, length 6: 1860.00000000
  mesh N = 6 per axis, length 6: 1866.000000 (winding walks 6)
  mesh N = 7 per axis, length 6: 1860.000000 (winding walks 0)
  energy E = 12.0 hopping
  G term, length 0: 0.08333333 1/hopping
  G term, length 2: 0.00347222 1/hopping
  G term, length 4: 0.00036169 1/hopping
  G term, length 6: 0.00005191 1/hopping
  G series sum: 0.08721915 1/hopping
  G zone integral: 0.08722978 1/hopping
  G remainder: 1.063e-05, bound: 1.302e-03 1/hopping
```
